\section*{Inelastic Line Width of an 80 eV Electron, with Its First Correction}

\section{A case with constant speed}

Take an electron whose energy rises linearly with wave number, $\varepsilon(k)=\varepsilon_0+\hbar v k$, so that it has the same speed $v$ at every energy. Let it run through a uniform medium in which it can lose energy to other electrons. Inelastic events are taken to be independent, with constant probability $ds/\lambda$ in each short path $ds$. The probability $P$ that no event has yet occurred obeys
\begin{equation}
\frac{dP}{ds}=-\frac{P}{\lambda},\qquad P(s)=e^{-s/\lambda}.
\end{equation}
The mean path to the first event is $\int_0^\infty P\,ds=\lambda$, so $\lambda$ is the inelastic mean free path. Since $s=vt$,
\begin{equation}
P=e^{-t/\tau},\qquad \tau=\frac{\lambda}{v}.
\end{equation}

A wave with this loss is described by adding a constant absorbing potential $-iW$, with $W>0$, to the Hamiltonian. There are two ways to look at the decay.

\emph{Real wave number.} The energy is $\varepsilon(k)-iW$, and the time factor $e^{-i(\varepsilon-iW)t/\hbar}$ has modulus $e^{-Wt/\hbar}$. Probability is the squared modulus, $e^{-2Wt/\hbar}$, hence $1/\tau=2W/\hbar$.

\emph{Real energy.} For a steady beam of energy $E$ the wave number becomes complex, $q=k_1+i\kappa$, and
\begin{equation}
\varepsilon_0+\hbar v(k_1+i\kappa)-iW=E .
\end{equation}
The imaginary part gives $\kappa=W/(\hbar v)$. The density falls as $|e^{iqx}|^2=e^{-2\kappa x}$, so $\lambda=1/(2\kappa)=\hbar v/(2W)$.

The two views agree: $2W=\hbar/\tau=\hbar v/\lambda$. For a real free electron the energy is quadratic in $k$, and the agreement between the decay in time and the decay in space acquires a correction.

\section{Why $\hbar/\tau$ is a full width}

Because probability decays as $e^{-t/\tau}$, the amplitude decays as $e^{-t/2\tau}$. Let $\delta$ be the energy measured from the line centre. The Fourier integral of the amplitude is
\begin{equation}
F(\delta)=\int_0^\infty e^{i\delta t/\hbar}e^{-t/2\tau}\,dt
=\frac{1}{1/(2\tau)-i\delta/\hbar},
\end{equation}
and its squared modulus is
\begin{equation}
|F(\delta)|^2=\frac{1}{1/(2\tau)^2+\delta^2/\hbar^2}
=\frac{\hbar^2}{\delta^2+(\hbar/2\tau)^2}.
\end{equation}
This Lorentzian falls to half its peak at $\delta=\pm\hbar/(2\tau)$. The full width at half maximum is therefore
\begin{equation}
\Gamma=\frac{\hbar}{\tau}=2W .
\end{equation}
The half width is $W$. The factor of two between them is the factor between the decay of probability and the decay of amplitude.

\section{The free electron at leading order}

Now let $\varepsilon(k)=\hbar^2k^2/2m$, with $m$ the free electron mass and $E$ counted from the bottom of this parabola. The wave number without absorption is $k=\sqrt{2mE}/\hbar$, and the group velocity is
\begin{equation}
v=\frac1\hbar\frac{d\varepsilon}{dk}=\frac{\hbar k}{m}=\sqrt{\frac{2E}{m}} .
\end{equation}
If the wave number is spread over a range much smaller than $k$, the parabola is nearly straight over that range, and the first section applies with this $v$:
\begin{equation}
\Gamma_0=\frac{\hbar v}{\lambda}. \label{eq:lead}
\end{equation}

For $E=80$ eV the speed is $v=5.305$ nm/fs. With $\lambda=0.60$ nm,
\begin{align}
\tau&=\frac{0.60\ \text{nm}}{5.305\ \text{nm/fs}}=0.113\ \text{fs},\\
\Gamma_0&=\frac{(0.6582\ \text{eV fs})(5.305\ \text{nm/fs})}{0.60\ \text{nm}}=5.82\ \text{eV},
\end{align}
or $9.32\times10^{-19}$ J. The absorbing potential is $W=2.91$ eV. A numerical Fourier integral of the decaying amplitude gives the same full width, 5.819 eV.

\section{The small parameter and the first correction}

Since $\hbar v=\hbar^2k/m=2E/k$, the leading result can be written $W=\hbar v/(2\lambda)=E/(k\lambda)$. The natural small parameter is thus
\begin{equation}
\eta=\frac{W}{E}\simeq\frac{1}{k\lambda}.
\end{equation}
Here $k=45.82$ nm$^{-1}$ and $k\lambda=27.5$, so $\eta=0.036$. The phase of the wave advances by 27.5 radians, more than four wavelengths, in one mean free path.

For a steady beam of real energy $E$,
\begin{equation}
\frac{\hbar^2}{2m}(k_1+i\kappa)^2-iW=E .
\end{equation}
Separating real and imaginary parts,
\begin{equation}
\frac{\hbar^2}{2m}(k_1^2-\kappa^2)=E,\qquad
\frac{\hbar^2}{m}k_1\kappa=W .
\end{equation}
The first equation gives $k_1=\sqrt{k^2+\kappa^2}$. Let $\lambda$ be defined by the decay of the density, so that $\kappa=1/(2\lambda)$. The second equation then gives
\begin{equation}
\Gamma=2W=\frac{\hbar^2}{m\lambda}\sqrt{k^2+\frac{1}{4\lambda^2}}
=\frac{\hbar v}{\lambda}\sqrt{1+\frac{1}{4k^2\lambda^2}} . \label{eq:full}
\end{equation}
With $\sqrt{1+x}=1+x/2+O(x^2)$,
\begin{equation}
\Gamma=\frac{\hbar v}{\lambda}\left[1+\frac{1}{8k^2\lambda^2}+O\!\left(\frac{1}{k^4\lambda^4}\right)\right]. \label{eq:corr}
\end{equation}
There is no term of first order in $1/(k\lambda)$. The correction is positive because absorption raises the real part of the wave number from $k$ to $k_1$; a given spatial decay then corresponds to a slightly faster decay in time.

For the example $1/(8\times27.5^2)=1.7\times10^{-4}$, which adds about 0.001 eV to 5.82 eV. Within this model the leading formula is therefore ample.

\subsection*{The opposite limit}

If $k\lambda\ll1$, the second term under the root in (\ref{eq:full}) dominates, and
\begin{equation}
\Gamma\to\frac{\hbar v}{\lambda}\,\frac{1}{2k\lambda}
=\frac{\hbar^2k}{m\lambda}\,\frac{1}{2k\lambda}=\frac{\hbar^2}{2m\lambda^2}.
\end{equation}
The speed has dropped out. Dividing by $E=\hbar^2k^2/2m$ gives $\Gamma/E\to1/(k\lambda)^2\gg1$: the line is much wider than the energy itself, and the picture of an electron travelling between collisions has lost its meaning. In the example $\Gamma/E=0.073$, far from this limit.

\section{Seeing the correction in a slab}

The correction can be made visible by sending the wave through an absorbing slab of thickness $d$ with free space on both sides. Now $W$ is held fixed and the mean path is the unknown. Inside the slab
\begin{equation}
q=k\sqrt{1+i\eta}=k\left(1+\frac{i\eta}{2}+\frac{\eta^2}{8}-\frac{i\eta^3}{16}+\dots\right),
\end{equation}
so $\kappa=(k\eta/2)(1-\eta^2/8)$ and the decay length of the density is
\begin{equation}
\frac{1}{2\kappa}=\frac{1}{k\eta}\left(1+\frac{\eta^2}{8}\right)=\frac{\hbar v}{2W}\left(1+\frac{\eta^2}{8}\right).
\end{equation}

The faces also matter at this order. Continuity of the wave and its slope at the entrance, $1+r=t$ and $k(1-r)=qt$, gives $t=2k/(k+q)$ and $r=(k-q)/(k+q)$. At the exit, exchanging $k$ and $q$ gives the transmission factor $2q/(k+q)$ and the internal reflection factor $-r$. Each round trip inside the slab multiplies the amplitude by $r^2e^{2iqd}$, and summing the geometric series yields
\begin{equation}
t_{\rm slab}=\frac{4kq}{(k+q)^2}\,\frac{e^{iqd}}{1-r^2e^{2iqd}},
\qquad \frac{4kq}{(k+q)^2}=1-r^2 .
\end{equation}
To lowest order $r=-i\eta/4$, so $r^2=-\eta^2/16$ and $|1-r^2|^2=1+\eta^2/8$. The denominator adds a term of order $\eta^2$ that oscillates as $e^{2ikd}$; integration over $d$ reduces its share of the area to relative order $\eta^4$. The area under the transmission curve is therefore
\begin{equation}
\int_0^\infty |t_{\rm slab}|^2\,dd
=\frac{\hbar v}{2W}\left(1+\frac{\eta^2}{8}\right)\left(1+\frac{\eta^2}{8}\right)
\simeq\frac{\hbar v}{2W}\left(1+\frac{\eta^2}{4}\right).
\end{equation}
Half of the correction comes from the decay inside the slab and half from its faces.

For $W=\Gamma_0/2$, $\eta=0.0364$ and the prediction is $0.60\times1.00033=0.6002$ nm. Direct integration of the Schr\"odinger equation, for thicknesses up to $12\lambda$, gives 0.6002 nm. If $W$ is set to $\Gamma_0$ instead, $\eta=0.0727$ and the prediction is $0.30\times1.0013=0.3004$ nm; the integration gives 0.3004 nm. The second case confirms that the potential must equal the half width, since the full width would halve the path.

\section{Elastic collisions}

Elastic collisions take no energy from the electron, so they leave the mean path to an inelastic event at $\lambda$. They do remove the electron from a plane wave of given direction. For independent scatterers the probabilities per unit path add, and the width of the plane-wave state is, at leading order,
\begin{equation}
\Gamma_{\rm pw}=\hbar v\left(\frac1\lambda+\frac1l\right),
\end{equation}
where $l$ is the elastic mean free path. With a rough $l=0.50$ nm the elastic part is 6.98 eV and the total 12.80 eV. The 5.82 eV is the inelastic part alone.

The net distance travelled also shrinks. If each elastic collision makes the direction random, the directions at two points a path $u$ apart are correlated only if no elastic collision lies between them, which has probability $e^{-u/l}$. For a total path $s$ the mean square displacement is
\begin{equation}
R^2(s)=2\int_0^s(s-u)e^{-u/l}\,du .
\end{equation}
The path $s$ to the inelastic event has density $e^{-s/\lambda}/\lambda$, and $\int_u^\infty(s-u)e^{-s/\lambda}ds/\lambda=\lambda e^{-u/\lambda}$. Hence
\begin{equation}
\langle R^2\rangle=2\lambda\int_0^\infty e^{-u(1/l+1/\lambda)}du=\frac{2l\lambda^2}{l+\lambda}.
\end{equation}
The root mean square displacement is 0.572 nm, against $\sqrt2\,\lambda=0.849$ nm without elastic collisions. A random walk with 200\,000 electrons gives 0.572 nm, with a mean path of 0.598 nm to the inelastic event. These values hold for isotropic scattering. At 80 eV elastic scattering on carbon and oxygen is forward-peaked, and $l$ in the displacement formula must be the transport path $l/(1-\langle\cos\theta\rangle)$. In an organic resist this is roughly $1.8\,l$, which raises the displacement to about 0.66 nm.

\section{The estimate beside a real resist}

In lithography at 13.5 nm the photon energy is 91.8 eV. An electron released with 80 eV would have started 11.8 eV below the energy zero, a plausible depth for a valence electron in an organic resist. The path of 0.60 nm is a rough typical value, and its uncertainty dominates that of $\hbar v/\lambda$: a rough range of 0.5 to 1.0 nm at fixed $E$ gives 7.0 to 3.5 eV. Real resists also lack a sharply defined free-electron parabola. Placing its bottom a rough 10 eV lower, at fixed $\lambda$, raises the width to 6.17 eV; a trial mass 10 percent above the free mass, at fixed $E$ and $\lambda$, lowers it to 5.55 eV. These shifts are hundreds of times larger than the wave correction in (\ref{eq:corr}). Relativity lowers the speed by 0.012 percent, which is also negligible here. The thermal energy at 300 K is 0.4 percent of $\Gamma$.

A less harmless assumption is the constant decay rate. The state decays into a continuum of final states, each with a total energy equal to the loss plus the energy of the scattered electron. If the coupling to this continuum changes over an energy range $\Delta$, the phases need a time of several $\hbar/\Delta$ to separate, and a constant rate cannot be expected before then. This $\Delta$ is not simply the spread of the losses, because the recoil of the electron broadens the continuum even for a single sharp loss. For a rough $\Delta=20$ eV, $\hbar/\Delta$ is 0.033 fs, or 0.29 of the lifetime, so several such times already fill the lifetime. With such a $\Delta$ the two times are not well separated, and the Lorentzian is only a rough guide, in its core as well as in its wings. For a level at the centre of a flat continuum 20 eV wide, coupled so that the constant-rate width would be 5.82 eV, the full width at half maximum is about 7.2 eV, and the survival probability falls to $1/e$ after about 0.15 fs instead of 0.113 fs. The line is wider although the decay is slower at first, because the decay is no longer exponential. The flat band is only an illustration. For a single sharp loss of 22 eV, with squared coupling proportional to the inverse square of the momentum transfer up to 20 nm$^{-1}$ and the same constant-rate width, the continuum runs from 47 to 187 eV, the full width is about 5.6 eV, and the survival probability reaches $1/e$ after about 0.09 fs. Both the size and the sign of the change in a real resist depend on its loss function in energy and in momentum transfer.

The width measures how often inelastic events occur, not how much energy each one takes. For this resist electron the constant-rate estimate of the inelastic rate, expressed as an energy, is $\hbar/\tau\approx6$ eV. The rough range of mean free paths alone spreads it from 3.5 to 7 eV, and the energy dependence of the coupling to the final states adds a further uncertainty. The speed, lifetime and widths of the constant-rate estimate are listed in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
photon energy at 13.5 nm: 91.8 eV
photon energy minus electron energy: 11.8 eV
electron kinetic energy E: 80.0 eV
inelastic mean free path lam: 0.60 nm
hbar: 0.6582 eV fs
speed v: 5.305 nm/fs
lifetime tau: 0.1131 fs
full width Gamma = hbar v/lam: 5.819 eV
Gamma converted: 9.32 e-19 J
half width = absorbing potential W: 2.910 eV
Gamma/E: 0.0727
wave number k: 45.82 1/nm
k*lam: 27.5
full width from time Fourier integral: 5.819 eV
wave-number full width, numerical: 1.6667 1/nm
energy span of that width: 5.819 eV
mean path from wave equation, W=Gamma/2: 0.6002 nm
mean path from wave equation, W=Gamma: 0.3004 nm
transmission of a slab of thickness lam: 0.3680
exp(-1): 0.3679
Gamma for lam = 0.50 nm: 6.98 eV
Gamma for lam = 1.00 nm: 3.49 eV
assumed shift of energy zero: 10 eV
Gamma with E raised by it: 6.17 eV
trial band mass: 1.10 free electron masses
Gamma with trial mass: 5.55 eV
assumed elastic mean free path: 0.50 nm
elastic part of plane-wave width: 6.98 eV
total plane-wave width: 12.80 eV
mean first flight, formula: 0.2727 nm
mean first flight, random walk: 0.2721 nm
mean path to inelastic event, walk: 0.5980 nm
rms displacement at that event, walk: 0.572 nm
rms displacement, formula: 0.572 nm
rms displacement without elastic: 0.849 nm
assumed width of loss spectrum: 20 eV
memory time hbar/(loss width): 0.0329 fs
memory time / lifetime: 0.29
speed change at E + Gamma/2: 1.80 percent
relativistic change of speed: -0.0117 percent
temperature: 300 K
thermal energy kT: 0.0259 eV
kT/Gamma: 0.0044
\end{verbatim}
